\section*{Valley-orbit levels of a silicon donor: tetrahedral symmetry and a model, part 1}

(Sections cited here and not found follow in the second part.)

The conduction band of silicon has six equivalent minima (valleys) at $\mathbf k_\mu=k_0(2\pi/a)\,\hat{\boldsymbol\mu}$, where $a$ is the cubic lattice constant and $\hat{\boldsymbol\mu}$ is one of the unit vectors $\pm\hat x,\pm\hat y,\pm\hat z$. A donor at the origin binds one electron. In single-valley effective-mass theory each valley supplies one $1s$ state,
\begin{equation}
\langle\mathbf r|\mu\rangle=F_\mu(\mathbf r)\,\phi_\mu(\mathbf r),
\end{equation}
with $\phi_\mu$ the Bloch function at $\mathbf k_\mu$ and $F_\mu$ a real, nodeless, normalised envelope, and the six states are degenerate. The donor potential couples them. Assume that the crystal is unstrained, that spin-orbit coupling is negligible, that the donor sits on a site of tetrahedral symmetry $T_d$ and its potential has that symmetry, that the band is nondegenerate at each $\mathbf k_\mu$, and that $\phi_\mu(0)\neq0$. The envelopes are images of one another, $F_{g\mu}(g\mathbf r)=F_\mu(\mathbf r)$ for every $g$ in $T_d$, where $g\mu$ labels the valley along $g\hat{\boldsymbol\mu}$; effective-mass ellipsoids of revolution about the valley axes have this property. The six states are taken as orthonormal until part (f) examines that. Components are ordered $(+x,-x,+y,-y,+z,-z)$. Energies are in meV, measured from the band minimum, and lengths are in nm.

\section*{(a) The action of the site group}

\emph{List the operations of $T_d$, and find how they act on the six states when the phases are fixed by $\phi_\mu(0)>0$.}

\subsection*{Solution}

Put a silicon site at the origin and its neighbour at $\boldsymbol\tau=(a/4)(1,1,1)$. The fcc lattice is invariant under all 48 signed permutations of $(x,y,z)$. The second sublattice is invariant under those with an even number of minus signs: permutations fix $\boldsymbol\tau$, and two sign changes give, for example, $(a/4)(1,-1,-1)=\boldsymbol\tau-(a/2)(0,1,1)$, which differs from $\boldsymbol\tau$ by a lattice vector. These $6\times4=24$ matrices form $T_d$. They fall into five sets. With no permutation there are the identity $E$ and three rotations $C_2$ such as $\mathrm{diag}(1,-1,-1)$. The two cyclic permutations, with four sign choices each, are the eight rotations $C_3$. An exchange such as $(x,y,z)\to(s_1x,s_2z,s_3y)$ with $s_1s_2s_3=1$ has determinant $-s_1s_2s_3=-1$ and trace $s_1$; the six with $s_1=+1$ are mirrors $\sigma_d$, and the six with $s_1=-1$ are rotation-reflections $S_4$.

Define $P_g\psi(\mathbf r)=\psi(g^{-1}\mathbf r)$. For a lattice vector $\mathbf L$,
\begin{equation}
P_g\phi_\nu(\mathbf r+\mathbf L)=\phi_\nu(g^{-1}\mathbf r+g^{-1}\mathbf L)
=e^{i\mathbf k_\nu\cdot g^{-1}\mathbf L}P_g\phi_\nu(\mathbf r)
=e^{i(g\mathbf k_\nu)\cdot\mathbf L}P_g\phi_\nu(\mathbf r),
\end{equation}
because $g^{-1}\mathbf L$ is a lattice vector and $g$ is orthogonal. So $P_g\phi_\nu$ is a Bloch function at $g\mathbf k_\nu$, with the same energy since $P_g$ commutes with the crystal Hamiltonian. The band is nondegenerate there, hence $P_g\phi_\nu=e^{i\theta}\phi_{g\nu}$. At the origin, which $g$ does not move, this reads $\phi_\nu(0)=e^{i\theta}\phi_{g\nu}(0)$. Both values are positive, so $e^{i\theta}=1$ and $\phi_\mu(0)\equiv\phi(0)$ is the same for all valleys. The envelope condition gives $P_gF_\nu=F_{g\nu}$, and therefore
\begin{equation}
P_g|\nu\rangle=|g\nu\rangle .
\label{perm}
\end{equation}
The group permutes the states with no phases. The four operations that fix $+\hat x$, namely $E$, $\mathrm{diag}(1,-1,-1)$ and the mirrors $y\leftrightarrow z$ and $y\leftrightarrow -z$, form $C_{2v}$ and leave $\phi_{+x}$ unchanged; this agrees with the label $\Delta_1$ of the lowest conduction band. The assumption $\phi(0)\neq0$ carries this result: a Bloch function odd under the mirrors would vanish at the donor and would bring signs into Eq.~(\ref{perm}).

\section*{(b) The symmetry content}

\emph{Reduce the six-dimensional representation into irreducible representations of $T_d$.}

\subsection*{Solution}

The character of a permutation matrix is the number of states left in place. $E$ fixes six. A $C_3$ moves every axis and fixes none. The $C_2$ about $x$ fixes $\pm x$ and reverses the other four. The exchange above moves the $y$ and $z$ axes and sends $x\to s_1x$, so $\sigma_d$ fixes two and $S_4$ none.

The irreducible characters follow from simple functions. A constant gives $A_1$, with $\chi=1$; $A_2$ has $\chi=\det g$. The vector $(x,y,z)$ gives $\chi=\mathrm{tr}\,g$, which is here called $T_2$, and $T_1$ has $\chi=\det g\,\mathrm{tr}\,g$. The functions $x^2,y^2,z^2$ are permuted, with character equal to the number of unmoved axes, $(3,0,3,1,1)$; removing the invariant $x^2+y^2+z^2$ leaves the pair $E$.
\begin{center}
\begin{tabular}{c|rrrrr}
 & $E$ & $8C_3$ & $3C_2$ & $6S_4$ & $6\sigma_d$\\ \hline
$A_1$ & 1&1&1&1&1\\
$A_2$ & 1&1&1&$-1$&$-1$\\
$E$ & 2&$-1$&2&0&0\\
$T_1$ & 3&0&$-1$&1&$-1$\\
$T_2$ & 3&0&$-1$&$-1$&1\\ \hline
valleys & 6&0&2&0&2
\end{tabular}
\end{center}
A representation is irreducible when $\frac1{24}\sum_g|\chi|^2=1$, which holds for the five rows: $(4+8+12)/24=1$ for $E$ and $(9+3+6+6)/24=1$ for $T_1$ and $T_2$. The list is complete because the squared dimensions add to the group order, $1+1+4+9+9=24$. The multiplicities $n_\Gamma=\frac1{24}\sum_g\chi_\Gamma(g)\chi(g)$ receive contributions from $E$, $3C_2$ and $6\sigma_d$ only:
\begin{align}
n_{A_1}&=(6+6+12)/24=1, & n_{A_2}&=(6+6-12)/24=0,\nonumber\\
n_{E}&=(12+12+0)/24=1, & n_{T_1}&=(18-6-12)/24=0,\nonumber\\
n_{T_2}&=(18-6+12)/24=1 .
\end{align}
The six states contain $A_1+E+T_2$, each once, so there are at most three distinct levels, with degeneracies 1, 2 and 3.

\section*{(c) The form of the matrix}

\emph{Find the most general matrix $H_{\mu\nu}=\langle\mu|H|\nu\rangle$ allowed by $T_d$. How many constants does it hold, and are they real? Would the twelve proper rotations alone give the same answer?}

\subsection*{Solution}

Since $H=P_g^\dagger HP_g$, Eq.~(\ref{perm}) gives
\begin{equation}
H_{\mu\nu}=\langle\mu|P_g^\dagger HP_g|\nu\rangle=H_{g\mu,g\nu}.
\end{equation}
Elements are equal within each orbit of ordered pairs $(\mu,\nu)$ and unrelated between orbits. The scalar product $\hat{\boldsymbol\mu}\cdot\hat{\boldsymbol\nu}=1,-1,0$ is invariant, so there are at least three orbits, drawn from the 6 diagonal, 6 opposite and 24 perpendicular pairs. Any valley can be carried to $+x$, because $C_3$ cycles the axes and $C_2$ reverses them; this makes the diagonal pairs one orbit and the opposite pairs one orbit. A perpendicular pair is carried to $(+x,\nu')$ with $\nu'=\pm y$ or $\pm z$, and the operations that fix $+x$ send $+y$ to $+y,-y,+z,-z$ in turn. The perpendicular pairs are therefore one orbit too.

A pair and its transpose have the same scalar product and so lie in the same orbit, $H_{\mu\nu}=H_{\nu\mu}$. Hermiticity gives $H_{\nu\mu}=H_{\mu\nu}^*$, so every element is real. With $A_g$ the matrix that has 1 between opposite valleys and 0 elsewhere, and $A_f$ the same for perpendicular valleys,
\begin{equation}
H=E_0\,\mathbf 1-\Delta_gA_g-\Delta_fA_f ,
\label{H}
\end{equation}
with real $E_0=H_{+x,+x}$, $\Delta_g=-H_{+x,-x}$ and $\Delta_f=-H_{+x,+y}$. The minus signs are a convention, chosen so that an attractive contact potential gives positive couplings. There are two coupling constants and one common diagonal energy. Reality belongs to the phase choice of part (a): other phases, $|\mu\rangle\to e^{i\theta_\mu}|\mu\rangle$, multiply $H_{\mu\nu}$ by $e^{i(\theta_\nu-\theta_\mu)}$ and leave the eigenvalues alone.

In the rotation group $T$ (the sets $E$, $8C_3$, $3C_2$) only the identity fixes two perpendicular vectors, so each orbit of perpendicular pairs has twelve members and the 24 pairs form two orbits. The axes are permuted only cyclically, so $(+x,+y)$ and $(+y,+x)$ lie in different orbits. These are related by Hermiticity alone, $\Delta_f$ may be complex, and there are four real constants. Time reversal restores reality: for a real spinless Hamiltonian $\phi_{-\mu}=\phi_\mu^*$ in the chosen phases, and opposite valleys have the same mass ellipsoid and hence the same real envelope, $F_{-\mu}=F_\mu$, so $H_{+x,+y}^*=H_{-x,-y}$, and the $C_2$ about $z$ makes $H_{-x,-y}=H_{+x,+y}$. In $T_d$ the mirror $x\leftrightarrow y$ does this without time reversal. The program finds the dimension of the space of matrices commuting with the group numerically, 3 for $T_d$ and 4 for $T$.

\section*{(d) Diagonalisation}

\emph{Find the eigenvalues and orthonormal eigenvectors of Eq.~(\ref{H}) and label them.}

\subsection*{Solution}

For each axis $\alpha=x,y,z$ define $|\alpha\pm\rangle=(|{+\alpha}\rangle\pm|{-\alpha}\rangle)/\sqrt2$. The matrix $A_g$ exchanges $|{+\alpha}\rangle$ and $|{-\alpha}\rangle$, so $A_g|\alpha\pm\rangle=\pm|\alpha\pm\rangle$. The matrix $A_f$ sends either state to the sum of the four perpendicular ones,
\begin{equation}
A_f|{+\alpha}\rangle=A_f|{-\alpha}\rangle=\sum_{\beta\neq\alpha}\big(|{+\beta}\rangle+|{-\beta}\rangle\big)=\sqrt2\sum_{\beta\ne\alpha}|\beta+\rangle .
\end{equation}
Subtracting and adding, with the factor $1/\sqrt2$,
\begin{equation}
A_f|\alpha-\rangle=0,\qquad A_f|\alpha+\rangle=2\sum_{\beta\neq\alpha}|\beta+\rangle .
\end{equation}
The three odd states are already eigenstates: $H|\alpha-\rangle=(E_0+\Delta_g)|\alpha-\rangle$. If $g\hat\alpha=s\hat\beta$ with $s=\pm1$, Eq.~(\ref{perm}) gives $P_g|\alpha-\rangle=s|\beta-\rangle$, which is the law of the vector $(x,y,z)$, so they are $T_2$.

The even states obey $P_g|\alpha+\rangle=|\beta+\rangle$, the law of $x^2,y^2,z^2$, and span $A_1+E$. On them $A_g=\mathbf 1$ and $A_f=2(J-\mathbf 1)$, with $J$ the $3\times3$ matrix of ones. $J$ replaces each component by the sum of all three. It has eigenvalue 3 on $(1,1,1)$, which is invariant and hence $A_1$, and eigenvalue 0 on the plane of vectors with zero sum, which is $E$. Thus $A_f=2(3-1)=4$ on $A_1$ and $A_f=2(0-1)=-2$ on $E$. The levels are
\begin{align}
E_{A_1}&=E_0-\Delta_g-4\Delta_f &&(\text{one state}),\nonumber\\
E_{E}&=E_0-\Delta_g+2\Delta_f &&(\text{two states}),\nonumber\\
E_{T_2}&=E_0+\Delta_g &&(\text{three states}).
\label{levels}
\end{align}
Taking $(1,1,1)/\sqrt3$, $(1,-1,0)/\sqrt2$ and $(-1,-1,2)/\sqrt6$ in the even basis, where each component is shared by the two valleys of an axis with weight $1/\sqrt2$, the eigenvectors in the valley basis are
\begin{align}
A_1:&\quad (1,1,1,1,1,1)/\sqrt6,\nonumber\\
E:&\quad (1,1,-1,-1,0,0)/2,\quad(-1,-1,-1,-1,2,2)/\sqrt{12},\nonumber\\
T_2:&\quad (1,-1,0,0,0,0)/\sqrt2 \ \text{ and the same on the $y$ and $z$ pairs.}
\end{align}
They contain no coupling constant, because each representation occurs once and symmetry alone selects its subspace. The program confirms the characteristic polynomial and these vectors symbolically.

The complex $\Delta_f$ of the group $T$ shows what reality protects. The even block then has $-2\Delta_f$ on $(x,y),(y,z),(z,x)$ and $-2\Delta_f^*$ on the transposes. On $(1,\omega^k,\omega^{2k})$ with $\omega=e^{2\pi i/3}$ the first row gives $-2\Delta_f\omega^k-2\Delta_f^*\omega^{-k}=-4\,\mathrm{Re}(\Delta_f\omega^k)$. Since $\omega-\omega^2=i\sqrt3$, the states $k=1,2$ are split by $4\sqrt3\,|\mathrm{Im}\,\Delta_f|$, and they merge into the $E$ level when $\Delta_f$ is real.

\section*{(e) Splittings, density at the donor and the contact limit}

\emph{Express the splittings through the couplings and invert the relations. Which states have amplitude at the donor? What do the levels become, to first order, for $V=-U\delta(\mathbf r)$?}

\subsection*{Solution}

Differences of Eqs.~(\ref{levels}) give
\begin{equation}
E_E-E_{A_1}=6\Delta_f,\qquad E_{T_2}-E_{A_1}=2\Delta_g+4\Delta_f,\qquad E_E-E_{T_2}=2(\Delta_f-\Delta_g).
\end{equation}
In $E_{A_1}+2E_E+3E_{T_2}$ the $\Delta_g$ terms are $-1-2+3=0$ and the $\Delta_f$ terms $-4+4=0$, as they must be since $A_g$ and $A_f$ are traceless. In $3E_{T_2}-2E_E-E_{A_1}$ the $E_0$ terms are $3-2-1=0$, the $\Delta_f$ terms $-4+4=0$ and the $\Delta_g$ terms $3+2+1=6$. Hence
\begin{equation}
E_0=\frac{E_{A_1}+2E_E+3E_{T_2}}6,\quad \Delta_f=\frac{E_E-E_{A_1}}6,\quad \Delta_g=\frac{3E_{T_2}-2E_E-E_{A_1}}6 .
\label{inv}
\end{equation}
Any three levels can be reproduced by three constants. The content of the symmetry argument is the degeneracy pattern and the eigenvectors; a fit of three levels tests nothing more. Symmetry does not fix the order either, since reversing the sign of the intervalley part of the potential keeps $T_d$ and reverses both couplings. The order $A_1<T_2<E$ requires $\Delta_g+2\Delta_f>0$ and $\Delta_f>\Delta_g$.

A state with components $a_\mu$ has $\psi(0)=F(0)\phi(0)\sum_\mu a_\mu$, where $F(0)$ is the common value $F_\mu(0)$. The sum is $6/\sqrt6=\sqrt6$ for $A_1$ and zero for the $E$ and $T_2$ vectors. The $A_1$ density at the donor is six times the one-valley density $|F(0)\phi(0)|^2$, and the other five states have none, so within this space only $A_1$ has a Fermi contact interaction with the donor nucleus.

For the contact potential every element is $V_{\mu\nu}=-U|F(0)\phi(0)|^2\equiv-u$. If the diagonal energy without $V$ is $\epsilon_0$, then $E_0=\epsilon_0-u$ and $\Delta_g=\Delta_f=u$, so
\begin{equation}
E_{A_1}=\epsilon_0-u-u-4u=\epsilon_0-6u,\qquad E_E=\epsilon_0-u-u+2u=\epsilon_0,\qquad E_{T_2}=\epsilon_0-u+u=\epsilon_0 .
\end{equation}
Only the state with amplitude at the origin moves. A splitting of $E$ from $T_2$ therefore needs a potential of finite range. The statement is first order in $U$; a three-dimensional delta function has no meaning beyond that order without a cutoff.

\section*{(f) The couplings for a model donor}

\emph{Take $\phi_\mu=\sum_{\mathbf G}c_{\mu\mathbf G}\,e^{i(\mathbf k_\mu+\mathbf G)\cdot\mathbf r}$ with $\sum_{\mathbf G}|c_{\mu\mathbf G}|^2=1$, an isotropic mass $m^*$, the envelope $F=(\alpha^3/\pi)^{1/2}e^{-\alpha r}$ and
\begin{equation}
V(r)=-\frac Kr\left[\frac1\varepsilon+\Big(1-\frac1\varepsilon\Big)e^{-r/\lambda}\right],\qquad K=\frac{e^2}{4\pi\varepsilon_0},
\end{equation}
which is screened for $r\gg\lambda$ and bare for $r\ll\lambda$. Derive $H_{\mu\nu}$ and the overlap $S_{\mu\nu}$, and find the levels if the overlap is kept.}

Symmetry has fixed the eigenvectors and the degeneracies 1, 2 and 3, and has expressed the levels through one diagonal energy and two real couplings. It remains to derive and evaluate these constants for the model donor just stated, and to examine what happens when the six states mix with others.
